**Breit-Pauli terms of helium in a screened 1s² singlet**

For the product of two orbitals √(ζ³/π) exp(−ζr), the first-order Breit-Pauli energy is ζ³(Z + 1/8 − 5ζ/4)/c², where Z is the nuclear charge, ζ the orbital exponent and c the speed of light in atomic units. The program asserts the mass-velocity average through momentum space and compares the one-electron correction with the Dirac energy. It also asserts the singlet spin averages, the contact energies from Gauss's law and a Fourier kernel, and the vanishing orbit-orbit energy by symbolic algebra and two-electron quadrature. The two contact terms sum to +πδ(r12)/c² in the singlet. With ζ = 27/16 the total is only +4.0 microhartree, the remainder of a large cancellation. A seven-function Hartree-Fock orbital gives −69 microhartree, so the positive sign is an artefact of the screened orbital. A two-parameter correlated function gives an orbit-orbit energy of −10.6 microhartree, which shows that its vanishing belongs to the product and not to helium itself.

## Program and output

```python
"""Breit-Pauli energy of helium in the singlet product phi(r1)phi(r2).
phi = sqrt(zeta^3/pi) exp(-zeta r), nuclear charge Z, speed of light c.
Result under test (hartree):
  E = [-5 zeta^4/4 + Z zeta^3 + zeta^3/8] / c^2,
where zeta^3/8 is the expectation value of +pi delta(r12), the sum of the
two-electron Darwin and singlet spin-spin contact terms, and where the
orbit-orbit, spin-orbit and dipolar spin-spin terms are zero.
Quantities called 'scaled' are energies multiplied by c^2.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import minimize, minimize_scalar
from scipy.special import gammainc

Z = 2.0
c = 1.0 / constants.fine_structure
micro = 1e6 / c**2
to_cm = constants.physical_constants[
    "hartree-inverse meter relationship"][0] / 100
pi = np.pi

# Two-electron quadrature in r12, w = r1+r2-r12, t = (r1-r2)/r12.
lag_x, lag_w = np.polynomial.laguerre.laggauss(16)
leg_x, leg_w = np.polynomial.legendre.leggauss(12)


def pair_state(zeta, b):
    """Energy and orbit-orbit data for exp(-zeta(r1+r2))(1+b r12)."""
    r = lag_x[:, None, None] / (2 * zeta)
    w = lag_x[None, :, None] / (2 * zeta)
    t = leg_x[None, None, :]
    r1, r2 = (r + w + r * t) / 2, (r + w - r * t) / 2
    weight = (lag_w[:, None, None] * lag_w[None, :, None]
              * leg_w[None, None, :]) / (2 * zeta)**2
    volume = 4 * pi**2 * r1 * r2 * r**2 * weight
    cos12 = (r1**2 + r2**2 - r**2) / (2 * r1 * r2)
    cos1 = (r**2 + r1**2 - r2**2) / (2 * r * r1)
    cos2 = (r1**2 - r2**2 - r**2) / (2 * r * r2)
    f = 1 + b * r
    g = -zeta * f
    norm = np.sum(volume * f**2)

    def mean(q):
        return np.sum(volume * q) / norm

    kinetic = mean(g**2 + b**2 + g * b * (cos1 - cos2))
    potential = mean(f**2 * (-Z / r1 - Z / r2 + 1 / r))
    dot = g**2 * cos12 - g * b * cos1 + g * b * cos2 - b**2
    tensor = (g * cos1 + b) * (g * cos2 - b)
    orbit = -0.5 * mean((dot + tensor) / r)
    # These two parts have the momenta on the right; used only for b = 0.
    direct_part = 0.5 * mean(zeta**2 * cos12 / r)
    tensor_part = 0.5 * mean(zeta**2 * cos1 * cos2 / r)
    return kinetic + potential, orbit, direct_part, tensor_part, norm


# Variational screening from the explicit two-electron integral.
best = minimize_scalar(lambda x: pair_state(x, 0.0)[0],
                       bounds=(1.0, 2.5), method="bounded",
                       options={"xatol": 1e-9})
zeta = Z - 5 / 16
assert abs(best.x - zeta) < 1e-6
energy, orbit, direct_part, tensor_part, norm = pair_state(zeta, 0.0)
assert abs(norm * zeta**6 / pi**2 - 1) < 1e-10
assert abs(energy - (zeta**2 - 2 * Z * zeta + 5 * zeta / 8)) < 1e-10


def phi(r, z=zeta):
    return np.sqrt(z**3 / pi) * np.exp(-z * r)


def phi_momentum(p, z=zeta):
    return np.sqrt(2 / pi) * np.sqrt(z**3 / pi) * 2 * z / (p*p + z*z)**2


# Momentum amplitude from its defining transform, then <p^4>.
for p in (0.4, 1.7, 5.0):
    value = quad(lambda r: r * phi(r), 0, 25, weight="sin", wvar=p)[0]
    assert abs(np.sqrt(2 / pi) * value / p - phi_momentum(p)) < 1e-8


def p4_momentum(z):
    return quad(lambda p: 4 * pi * p**6 * phi_momentum(p, z)**2,
                0, np.inf)[0]


p4 = p4_momentum(zeta)
assert abs(p4 - 5 * zeta**4) < 1e-6

# One electron with zeta = Z: compare with the expanded Dirac energy.
one_electron = -p4_momentum(Z) / 8 + Z * pi / 2 * phi(0.0, Z)**2
mp.mp.dps = 50
big_c = mp.mpf(10)**5
dirac = big_c**2 * (mp.sqrt(1 - (mp.mpf(Z) / big_c)**2) - 1)
dirac_scaled = float((dirac + mp.mpf(Z)**2 / 2) * big_c**2)
assert abs(one_electron - dirac_scaled) < 1e-6

# Singlet spin expectation values from explicit matrices.
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]), np.diag([1.0 + 0j, -1.0])]
spin1 = [np.kron(m / 2, np.eye(2)) for m in pauli]
spin2 = [np.kron(np.eye(2), m / 2) for m in pauli]
singlet = np.array([0, 1, -1, 0]) / np.sqrt(2)
spin_tensor = np.array([[(singlet @ a @ b @ singlet).real
                         for b in spin2] for a in spin1])
for matrix in spin1 + spin2:
    assert abs(singlet @ matrix @ singlet) < 1e-14
spin_dot = np.trace(spin_tensor)
traceless = spin_tensor - np.eye(3) * spin_dot / 3
assert np.max(np.abs(traceless)) < 1e-14

# Pair contact density and two-electron Darwin energy.
delta12 = quad(lambda r: 4 * pi * r**2 * phi(r)**4, 0, np.inf)[0]
assert abs(delta12 - zeta**3 / (8 * pi)) < 1e-9
# Mean Laplacian of the repulsion, from Gauss's law for the enclosed charge.
laplacian_mean = quad(lambda r: 4 * pi * (-2 * zeta * phi(r)**2)
                      * gammainc(3, 2 * zeta * r), 0, np.inf)[0]
darwin2 = -pi * delta12
assert abs(laplacian_mean / 4 - darwin2) < 1e-8

# Full magnetic spin-spin energy from the transverse Fourier kernel.
nodes, weights = np.polynomial.legendre.leggauss(80)
k_values, k_weights = 30 * (nodes + 1), 30 * weights
density_k = np.array([4 * pi / k * quad(lambda r: r * phi(r)**2, 0, 20,
                      weight="sin", wvar=k)[0] for k in k_values])
k_integral = np.sum(k_weights * k_values**2 * density_k**2) / (2 * pi**2)
spin_contact = -8 * pi / 3 * spin_dot * delta12
for direction in (np.array([1.0, 2.0, -1.0]), np.array([0.3, -1.0, 2.0])):
    unit = direction / np.linalg.norm(direction)
    transverse = spin_dot - unit @ spin_tensor @ unit
    # Cutting the k integral at 60 leaves a relative error near 1e-6.
    assert abs(-4 * pi * transverse * k_integral - spin_contact) < 1e-5
contact_factor = (darwin2 + spin_contact) / (pi * delta12)
assert abs(contact_factor - 1) < 1e-12

# Orbit-orbit kernel: zero divergence and zero angular integral.
xyz = sp.symbols("x y z", real=True)
radius = sp.sqrt(sum(q**2 for q in xyz))
for j in range(3):
    divergence = sum(sp.diff((1 if i == j else 0) / radius
                     + xyz[i] * xyz[j] / radius**3, xyz[i])
                     for i in range(3))
    assert sp.simplify(divergence) == 0
inner, gap, dist = sp.symbols("inner gap dist", positive=True)
outer = inner + gap
difference = outer**2 - inner**2
shell = sp.expand((outer**2 + inner**2 - dist**2) / 2
                  + (difference**2 - dist**4) / (4 * dist**2))
primitive = sp.integrate(shell, dist)
angular = primitive.subs(dist, outer + inner) - primitive.subs(dist, gap)
assert sp.simplify(angular) == 0
assert abs(orbit) < 1e-10
assert abs(direct_part + tensor_part) < 1e-10
assert abs(direct_part - zeta**3 / 16) < 1e-10

mass_velocity = -2 * p4 / 8
darwin1 = Z * pi * phi(0.0)**2
total = mass_velocity + darwin1 + orbit + darwin2 + spin_contact
formula = zeta**3 * (Z + 1 / 8 - 5 * zeta / 4)
assert abs(total - formula) < 1e-6
zeta_zero = 4 * (Z + 1 / 8) / 5


def hartree_fock(exponents):
    """Closed-shell SCF in normalized Slater 1s functions."""
    a = np.asarray(exponents, float)
    n = np.sqrt(a**3 / pi)
    nn, s, ab = np.outer(n, n), a[:, None] + a[None, :], np.outer(a, a)
    overlap = 8 * pi * nn / s**3
    kinetic = 0.5 * ab * overlap
    core = kinetic - Z * 4 * pi * nn / s**2
    p, q = s[:, :, None, None], s[None, None, :, :]
    nnnn = nn[:, :, None, None] * nn[None, None, :, :]
    repulsion = nnnn * 32 * pi**2 / p**3 * (
        1 / q**2 - 1 / (p + q)**2 - p / (p + q)**3)
    coef = eigh(core, overlap)[1][:, 0]
    for _ in range(80):
        coulomb = np.einsum("ijkl,k,l->ij", repulsion, coef, coef)
        coef = eigh(core + coulomb, overlap)[1][:, 0]
    coulomb = np.einsum("ijkl,k,l->ij", repulsion, coef, coef)
    e = 2 * coef @ core @ coef + coef @ coulomb @ coef
    t = 2 * coef @ kinetic @ coef
    p4_matrix = 4 * pi * nn * (2 * ab**2 / s**3 + 2 * ab / s)
    mv = -coef @ p4_matrix @ coef / 4
    d1 = Z * pi * (coef @ n)**2
    contact = pi * np.einsum("ijkl,i,j,k,l", nnnn * 8 * pi / (p + q)**3,
                             coef, coef, coef, coef)
    cusp = -(coef * n) @ a / (coef @ n)
    return e, t, mv, d1, contact, cusp


single = hartree_fock([zeta])
assert abs(single[0] - energy) < 1e-9
assert abs(sum(single[2:5]) - total) < 1e-6
hf6 = hartree_fock(np.geomspace(1.3, 10, 6))
hf7 = hartree_fock(np.geomspace(1.3, 10, 7))
hf6_total, hf7_total = sum(hf6[2:5]), sum(hf7[2:5])
assert hf7[0] < energy and abs(hf7[0] + hf7[1]) < 1e-3
assert abs(hf7[5] + Z) < 0.05
assert abs(hf6_total - hf7_total) < 0.1
assert total > 0 and hf7_total < -0.5

# A correlated function shows that zero orbit-orbit energy is not general.
fit = minimize(lambda v: pair_state(v[0], v[1])[0], [1.8, 0.3],
               method="Nelder-Mead", options={"xatol": 1e-7,
                                              "fatol": 1e-11})
zeta_corr, b_corr = fit.x
energy_corr, orbit_corr = pair_state(zeta_corr, b_corr)[:2]
assert energy_corr < hf7[0]
assert orbit_corr < -0.05

print(f"nuclear charge Z: {Z:.0f}")
print(f"speed of light c: {c:.6f} a.u.")
print(f"screened exponent zeta: {zeta:.4f} bohr^-1")
print(f"nonrelativistic product energy: {energy:.6f} hartree")
print(f"<p^4> per electron: {p4:.5f} a.u.")
print(f"density phi(0)^2 per electron: {phi(0.0)**2:.6f} bohr^-3")
print(f"<delta(r12)>: {delta12:.6f} bohr^-3")
print(f"singlet <s1.s2>: {spin_dot:.4f}")
print(f"contact sum / (pi <delta(r12)>/c^2): {contact_factor:.6f}")
print(f"one-electron Z=2 correction times c^2: {one_electron:.6f} hartree")
print(f"same from Dirac energy: {dirac_scaled:.6f} hartree")
print("Screened product, Breit-Pauli terms:")
print(f"mass-velocity: {mass_velocity * micro:.3f} microhartree")
print(f"nuclear Darwin: {darwin1 * micro:.3f} microhartree")
print(f"orbit-orbit p1.p2 part: {direct_part * micro:.3f} microhartree")
print(f"orbit-orbit tensor part: {tensor_part * micro:.3f} microhartree")
print(f"orbit-orbit sum: {abs(round(orbit * micro, 6)):.3f} microhartree")
print(f"two-electron Darwin: {darwin2 * micro:.3f} microhartree")
print(f"spin-spin contact: {spin_contact * micro:.3f} microhartree")
print(f"sum of contact terms: {(darwin2+spin_contact)*micro:.3f} microhartree")
print(f"total: {total * micro:.3f} microhartree")
print(f"total converted: {total / c**2 * to_cm:.4f} cm^-1")
print(f"exponent where total changes sign: {zeta_zero:.4f} bohr^-1")
print("Hartree-Fock comparison, seven Slater functions from 1.3 to 10:")
print(f"HF energy: {hf7[0]:.6f} hartree")
print(f"HF phi'(0)/phi(0): {hf7[5]:.4f} bohr^-1")
print(f"HF mass-velocity: {hf7[2] * micro:.2f} microhartree")
print(f"HF nuclear Darwin: {hf7[3] * micro:.2f} microhartree")
print(f"HF contact sum: {hf7[4] * micro:.2f} microhartree")
print(f"HF total, seven functions: {hf7_total * micro:.2f} microhartree")
print(f"HF total, six functions: {hf6_total * micro:.2f} microhartree")
print("Correlated comparison exp(-zeta(r1+r2))(1+b r12):")
print(f"correlated zeta: {zeta_corr:.4f} bohr^-1")
print(f"correlated b: {b_corr:.4f} bohr^-1")
print(f"correlated energy: {energy_corr:.6f} hartree")
print(f"correlated orbit-orbit: {orbit_corr * micro:.3f} microhartree")
print("done: every assertion held")
```

Printed output:

```
nuclear charge Z: 2
speed of light c: 137.035999 a.u.
screened exponent zeta: 1.6875 bohr^-1
nonrelativistic product energy: -2.847656 hartree
<p^4> per electron: 40.54573 a.u.
density phi(0)^2 per electron: 1.529613 bohr^-3
<delta(r12)>: 0.191202 bohr^-3
singlet <s1.s2>: -0.7500
contact sum / (pi <delta(r12)>/c^2): 1.000000
one-electron Z=2 correction times c^2: -2.000000 hartree
same from Dirac energy: -2.000000 hartree
Screened product, Breit-Pauli terms:
mass-velocity: -539.779 microhartree
nuclear Darwin: 511.790 microhartree
orbit-orbit p1.p2 part: 15.993 microhartree
orbit-orbit tensor part: -15.993 microhartree
orbit-orbit sum: 0.000 microhartree
two-electron Darwin: -31.987 microhartree
spin-spin contact: 63.974 microhartree
sum of contact terms: 31.987 microhartree
total: 3.998 microhartree
total converted: 0.8775 cm^-1
exponent where total changes sign: 1.7000 bohr^-1
Hartree-Fock comparison, seven Slater functions from 1.3 to 10:
HF energy: -2.861678 hartree
HF phi'(0)/phi(0): -1.9847 bohr^-1
HF mass-velocity: -701.98 microhartree
HF nuclear Darwin: 601.05 microhartree
HF contact sum: 31.89 microhartree
HF total, seven functions: -69.04 microhartree
HF total, six functions: -71.14 microhartree
Correlated comparison exp(-zeta(r1+r2))(1+b r12):
correlated zeta: 1.8497 bohr^-1
correlated b: 0.3658 bohr^-1
correlated energy: -2.891121 hartree
correlated orbit-orbit: -10.579 microhartree
done: every assertion held
```
